# Why a Thin Film Has No Single Cracking Stress: a program that tests the result

```python
# Result under test: a long channel crack in a film of thickness h under
# biaxial tension s has energy release rate G = Z s^2 h / Ep, where
# Ep = E/(1-nu^2) and Z is a number.  With fracture energy Gamma the
# threshold thickness is Gamma Ep/(Z s^2): there is no universal stress.
# Units: length nm, stress and modulus GPa, energy per area J/m^2
# (1 GPa nm = 1 J/m^2).
# Road 1: integral equation for an edge crack in a half-plane.
# Road 2: finite elements, strain energy before minus after cracking.
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# Rough typical values: aluminium nitride film on silicon
FILM = (340.0, 0.22)        # Young modulus, Poisson ratio
SILICON = (160.0, 0.22)
STRESS = 1.0
GAMMA_FILM = 5.0
GAMMA_SILICON = 3.0
THIN, THICK = 200.0, 1600.0  # the two example films
DOMAIN = 1.0e5              # width and depth of the computed body
SMALLEST = 0.5              # smallest element edge


def plane_modulus(material):
    return material[0] / (1 - material[1]**2)


def edge_crack(n):
    """Unit pressure on an edge crack: returns K/(s sqrt(pi a)) and
    the energy number U Ep/(s^2 a^2) from the opening area."""
    i = np.arange(1, n + 1)
    r = np.cos((2*i - 1) * np.pi / (2*n + 1))
    c = np.cos(2*i * np.pi / (2*n + 1))
    w = 2 * (1 + r) / (2*n + 1)
    u, v = (1 + r)[None, :], (1 + c)[:, None]
    kernel = (1/(u - v) - 1/(u + v) + 6*v/(u + v)**2
              - 4*v**2/(u + v)**3)
    density = np.linalg.solve(kernel * w[None, :], -np.ones(n))
    # cubic through the four nodes nearest the tip, taken to the tip
    scaled = (1 - r[:4]) / (1 - r[3])
    tip = np.polyfit(scaled, density[:4], 3)[-1]
    return -np.sqrt(2) * tip, -np.pi/2 * np.sum(w * (1 + r) * density)


def offsets(length, growth):
    n = int(np.ceil(np.log(1 + length*(growth - 1)/SMALLEST)
                    / np.log(growth)))
    return length * (growth**np.arange(n + 1) - 1) / (growth**n - 1)


def crack_film(h, depth, film, substrate, growth=1.15):
    """Returns the energy released per unit channel length (GPa nm^2),
    and the mean film stress / initial stress against distance."""
    xs = offsets(DOMAIN, growth)
    first, second = sorted((h, depth))
    parts = [first - offsets(first, growth)[::-1]]
    if second > first:
        half = offsets((second - first)/2, growth)
        parts += [first + half[1:], second - half[-2::-1]]
    parts.append(second + offsets(DOMAIN - second, growth)[1:])
    ys = np.concatenate(parts)
    nx, ny = len(xs), len(ys)
    node = np.arange(nx*ny).reshape(nx, ny)
    corners = np.stack([node[:-1, :-1], node[1:, :-1],
                        node[1:, 1:], node[:-1, 1:]], -1).reshape(-1, 4)
    dofs = np.stack([2*corners, 2*corners + 1], -1).reshape(-1, 8)
    dx = np.repeat(np.diff(xs), ny - 1)
    dy = np.tile(np.diff(ys), nx - 1)
    in_film = np.tile((ys[1:] + ys[:-1])/2, nx - 1) < h
    young = np.where(in_film, film[0], substrate[0])
    nu = np.where(in_film, film[1], substrate[1])
    lam = young*nu/((1 + nu)*(1 - 2*nu))
    mu = young/(2*(1 + nu))
    initial = np.where(in_film, STRESS, 0.0)
    count = len(dx)
    elastic = np.zeros((count, 3, 3))
    elastic[:, 0, 0] = elastic[:, 1, 1] = lam + 2*mu
    elastic[:, 0, 1] = elastic[:, 1, 0] = lam
    elastic[:, 2, 2] = mu
    sx = np.array([-1, 1, 1, -1])
    sy = np.array([-1, -1, 1, 1])
    weight = dx*dy/4
    stiffness = np.zeros((count, 8, 8))
    load = np.zeros((count, 8))
    strain_maps = []
    for gx in (-1/np.sqrt(3), 1/np.sqrt(3)):
        for gy in (-1/np.sqrt(3), 1/np.sqrt(3)):
            b = np.zeros((count, 3, 8))
            ddx = (sx*(1 + sy*gy)/2)[None, :] / dx[:, None]
            ddy = (sy*(1 + sx*gx)/2)[None, :] / dy[:, None]
            b[:, 0, 0::2] = b[:, 2, 1::2] = ddx
            b[:, 1, 1::2] = b[:, 2, 0::2] = ddy
            bt = np.transpose(b, (0, 2, 1))
            stiffness += weight[:, None, None] * (bt @ (elastic @ b))
            load -= (weight*initial)[:, None] * b[:, 0, :]
            strain_maps.append(b)
    size = 2*nx*ny
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    matrix = coo_matrix((stiffness.ravel(), (rows, cols)),
                        shape=(size, size)).tocsr()
    force = np.bincount(dofs.ravel(), load.ravel(), minlength=size)
    free = np.ones(size, bool)
    free[2*node[0, ys >= depth - 1e-6]] = False   # uncracked ligament
    free[2*node[-1, :]] = False                   # far side
    free[2*node[:, -1] + 1] = False               # bottom
    keep = np.flatnonzero(free)
    factor = splu(matrix[keep][:, keep].tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    move = np.zeros(size)
    move[keep] = factor.solve(force[keep])

    def density(xx, yy, zz, xy):
        return ((xx**2 + yy**2 + zz**2
                 - 2*nu*(xx*yy + yy*zz + zz*xx))/(2*young)
                + xy**2/(2*mu))

    before = density(initial, 0.0, initial, 0.0)
    released = 0.0
    mean_xx = np.zeros(count)
    for b in strain_maps:
        strain = np.einsum('eij,ej->ei', b, move[dofs])
        trace = strain[:, 0] + strain[:, 1]
        xx = initial + lam*trace + 2*mu*strain[:, 0]
        yy = lam*trace + 2*mu*strain[:, 1]
        zz = initial + lam*trace
        after = density(xx, yy, zz, mu*strain[:, 2])
        released += np.sum(weight*(before - after))
        mean_xx += xx/4
    profile = (mean_xx*dy*in_film).reshape(nx - 1, ny - 1).sum(1)
    profile /= h*STRESS
    centre = (xs[1:] + xs[:-1])/2
    return 2*released, (centre, profile)     # two mirror halves


def recovery_distance(stress_profile):
    """Distance where the mean film stress is back to 90 percent; only
    for a crack through the whole film, whose faces carry no stress."""
    centre, profile = stress_profile
    k = int(np.argmax(profile > 0.9))
    assert k > 0
    return np.interp(0.9, profile[k-1:k+1], centre[k-1:k+1])


# Z from the stress intensity and from the opening area
shape, z_area = edge_crack(200)
z_number = np.pi*shape**2/2
# quadrature near the crack mouth limits the agreement
assert abs(z_area/z_number - 1) < 3e-3

ep = plane_modulus(FILM)
h_c = GAMMA_FILM*ep/(z_number*STRESS**2)
print("INPUTS (rough typical values)")
print(f"film Young modulus {FILM[0]:.0f} GPa, Poisson {FILM[1]:.2f}")
print(f"film plane-strain modulus {ep:.1f} GPa")
print(f"film tension {STRESS:.2f} GPa")
print(f"film fracture energy {GAMMA_FILM:.1f} J/m2")
print("EDGE CRACK, equal stiffness")
print(f"K/(stress sqrt(pi a)) = {shape:.4f}")
print(f"Z from stress intensity {z_number:.3f}")
print(f"Z from opening area {z_area:.3f}")

print("ENERGY DIFFERENCE BY FINITE ELEMENTS, equal stiffness")
thicknesses = np.array([THIN, 800.0, THICK])
rates, reaches = [], []
for h in thicknesses:
    energy, stress_profile = crack_film(h, h, FILM, FILM)
    reach = recovery_distance(stress_profile)
    rates.append(energy/h)
    reaches.append(reach/h)
    formula = z_number*STRESS**2*h/ep
    # mesh and finite body cost up to about one percent
    assert abs(energy/h/formula - 1) < 0.015
    print(f"h {h:.0f} nm: G elements {energy/h:.3f}, "
          f"formula {formula:.3f} J/m2")
    print(f"  90% stress recovery at {reach:.0f} nm = {reach/h:.2f} h")
slope = np.polyfit(np.log(thicknesses), np.log(rates), 1)[0]
assert abs(slope - 1) < 0.01
assert max(reaches)/min(reaches) < 1.04
print(f"fitted power of h in G: {slope:.4f}")

# A long scratch of depth a inside the film: G = 2 Z s^2 a / Ep
low, high = 360.0, 440.0
gain = (crack_film(800.0, high, FILM, FILM)[0]
        - crack_film(800.0, low, FILM, FILM)[0])/(high - low)
scratch = 2*z_number*STRESS**2*(low + high)/2/ep
assert abs(gain/scratch - 1) < 0.03   # difference of two mesh energies
print(f"scratch {(low+high)/2:.0f} nm deep in 800 nm film: "
      f"G elements {gain:.3f}, formula {scratch:.3f} J/m2")

print("THRESHOLDS, equal stiffness")
print(f"critical thickness {h_c:.0f} nm = {h_c/1000:.3f} um")
print(f"scratch depth that starts to deepen {h_c/2:.0f} nm")
for h in (THIN, 400.0, 800.0, THICK):
    limit = np.sqrt(GAMMA_FILM*ep/(z_number*h))
    print(f"h {h:.0f} nm: threshold stress {limit:.3f} GPa")
stored = (1 - FILM[1])*STRESS**2/FILM[0]
print(f"stored film energy at {THIN:.0f} nm {stored*THIN:.3f} J/m2, "
      f"at {THICK:.0f} nm {stored*THICK:.3f} J/m2")

print("NEGLECTED EFFECTS")
print(f"silicon modulus {SILICON[0]:.0f} GPa, Poisson "
      f"{SILICON[1]:.2f}, fracture energy {GAMMA_SILICON:.1f} J/m2")
h = 800.0
ratios = np.array([1.0, 1.2, 1.5, 1.75, 2.0, 2.25, 2.5, 3.0, 4.0])
numbers = np.array([crack_film(h, q*h, FILM, SILICON)[0]
                    for q in ratios])*ep/(STRESS*h)**2
finer = crack_film(h, h, FILM, SILICON, 1.11)[0]*ep/(STRESS*h)**2
assert abs(finer/numbers[0] - 1) < 0.01
assert numbers[0] > 1.05*z_number     # softer substrate: more release
h_soft = GAMMA_FILM*ep/(numbers[0]*STRESS**2)
print(f"Z on silicon {numbers[0]:.3f} (finer mesh {finer:.3f})")
print(f"critical thickness on silicon {h_soft:.0f} nm")
cost = GAMMA_FILM + GAMMA_SILICON*(ratios - 1)
h_depth = cost*ep/(numbers*STRESS**2)
best = int(np.argmin(h_depth))
assert 0 < best < len(ratios) - 1     # optimum lies inside the scan
print(f"with penetration: critical thickness {h_depth[best]:.0f} nm, "
      f"crack depth {ratios[best]:.2f} h")
# The verdict on the two example films survives these corrections
for bound in (h_c, h_soft, h_depth[best]):
    assert THIN < bound < THICK

c11, c13, c33 = 400.0, 100.0, 380.0   # rough crystal constants
crystal = c11 - c13**2/c33
print(f"crystal constants c11 {c11:.0f}, c13 {c13:.0f}, "
      f"c33 {c33:.0f} GPa")
print(f"crystal in-plane modulus {crystal:.0f} GPa, "
      f"change {100*(crystal/ep - 1):+.1f} %")
expansion_gap, warming = 1.5e-6, 100.0   # rough, 1/K and K
drop = FILM[0]/(1 - FILM[1])*expansion_gap*warming
print(f"expansion difference {expansion_gap:.1e} 1/K, "
      f"warming {warming:.0f} K")
print(f"stress falls by {drop:.3f} GPa, critical thickness "
      f"{100*((STRESS/(STRESS - drop))**2 - 1):+.1f} %")
ideal = FILM[0]/10
print(f"threshold reaches E/10 = {ideal:.0f} GPa at h = "
      f"{GAMMA_FILM*ep/(z_number*ideal**2):.2f} nm")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (rough typical values)
film Young modulus 340 GPa, Poisson 0.22
film plane-strain modulus 357.3 GPa
film tension 1.00 GPa
film fracture energy 5.0 J/m2
EDGE CRACK, equal stiffness
K/(stress sqrt(pi a)) = 1.1215
Z from stress intensity 1.976
Z from opening area 1.976
ENERGY DIFFERENCE BY FINITE ELEMENTS, equal stiffness
h 200 nm: G elements 1.102, formula 1.106 J/m2
  90% stress recovery at 908 nm = 4.54 h
h 800 nm: G elements 4.412, formula 4.424 J/m2
  90% stress recovery at 3641 nm = 4.55 h
h 1600 nm: G elements 8.821, formula 8.848 J/m2
  90% stress recovery at 7305 nm = 4.57 h
fitted power of h in G: 1.0003
scratch 400 nm deep in 800 nm film: G elements 4.413, formula 4.424 J/m2
THRESHOLDS, equal stiffness
critical thickness 904 nm = 0.904 um
scratch depth that starts to deepen 452 nm
h 200 nm: threshold stress 2.126 GPa
h 400 nm: threshold stress 1.503 GPa
h 800 nm: threshold stress 1.063 GPa
h 1600 nm: threshold stress 0.752 GPa
stored film energy at 200 nm 0.459 J/m2, at 1600 nm 3.671 J/m2
NEGLECTED EFFECTS
silicon modulus 160 GPa, Poisson 0.22, fracture energy 3.0 J/m2
Z on silicon 2.755 (finer mesh 2.758)
critical thickness on silicon 649 nm
with penetration: critical thickness 523 nm, crack depth 1.75 h
crystal constants c11 400, c13 100, c33 380 GPa
crystal in-plane modulus 374 GPa, change +4.6 %
expansion difference 1.5e-06 1/K, warming 100 K
stress falls by 0.065 GPa, critical thickness +14.5 %
threshold reaches E/10 = 34 GPa at h = 0.78 nm
done: every assertion held
```
